\section*{Why nucleation makes thermal hysteresis narrower than the Landau spinodal window}

\section*{The question}

Landau theory gives a first-order ferroelectric two limits of metastability. On cooling, the paraelectric phase is locally stable down to a temperature $T_0$. On heating, the ferroelectric phase is locally stable up to a higher temperature $T_1$. If each phase survived to its limit, the thermal hysteresis would be $T_1-T_0$. Why can the measured hysteresis be narrower, even when the material obeys the Landau free energy?

\section*{The mechanism}

A spinodal is the temperature at which a uniform phase no longer resists a small disturbance. The phase can be lost earlier, because a thermal fluctuation can build a droplet of the stable phase large enough to grow. The free energy of the critical droplet is the barrier.

At the coexistence temperature $T_c$ the droplet gains no bulk free energy to pay for its wall, and the barrier is infinite. At the spinodal the barrier is zero. A macroscopic sample ramped slowly needs neither value: it transforms when the barrier has fallen to some tens of $k_BT$, a level estimated below. A quantity that falls continuously from infinity to zero passes that level before it reaches zero. This happens on both branches, so both transitions move inward from the spinodals. A surface, edge or corner that does not favour the metastable phase reduces the barrier and can move them further inward.

To make this quantitative we need the barrier throughout each metastable range, and the level set by the ramp.

\section*{The three temperatures}

Take one polarization component $P$ with free-energy density
\begin{equation}
f=\frac a2P^2-\frac b4P^4+\frac c6P^6+\frac g2|\nabla P|^2,
\qquad a=a_0(T-T_0),
\end{equation}
where $a_0,b,c,g>0$. The algebra is in atomic units, with temperature entering as $k_BT$; numbers are in eV and \AA, with charge in units of $e$. Bound charge is assumed compensated, elastic misfit is neglected, and the gradient energy is isotropic.

For uniform $P$,
\begin{equation}
f'(P)=P\,(a-bP^2+cP^4).
\end{equation}
The curvature at $P=0$ is $a$, so the paraelectric phase loses stability at $a=0$. The polar stationary points are $P^2=[b\pm\sqrt{b^2-4ac}]/(2c)$. The minimum (plus sign) and the maximum (minus sign) merge at $a=b^2/(4c)$, which defines $T_1$.

At coexistence $f=0$ and $f'=0$ hold together with $P\neq0$. With $y=P^2$, and $f=0$ multiplied by $2/y$, these read
\begin{equation}
a-\frac b2y+\frac c3y^2=0,\qquad a-by+cy^2=0 .
\end{equation}
Subtracting the second from the first gives $by/2-2cy^2/3=0$, hence $y=3b/(4c)$. Then $a=by-cy^2=3b^2/(16c)$. In terms of $t=ac/b^2$, the lower spinodal, coexistence and the upper spinodal lie at $t=0$, $3/16$ and $1/4$. Three quarters of the window belongs to cooling.

\section*{The barrier}

Set $P=\sqrt{b/c}\,p$ and measure length in units of $L$. Each uniform term acquires the factor $b^3/c^2$, and the gradient term the factor $gb/(cL^2)$. They are equal if
\begin{equation}
L=\frac{\sqrt{gc}}b,\qquad
B=\frac{b^3}{c^2}L^3\beta(t)=\frac{g^{3/2}}{\sqrt c}\,\beta(t).
\end{equation}
The reduced barrier $\beta$ is the stationary value of
\begin{equation}
E=\int\!\left[\tfrac12|\nabla p|^2+v(p)-v(p_\infty)\right]d^3r,
\quad v=\frac t2p^2-\frac{p^4}4+\frac{p^6}6,
\end{equation}
where $p_\infty$ is the metastable uniform value. Setting the first variation to zero gives, for a radial droplet,
\begin{equation}
p''+\frac2r\,p'=tp-p^3+p^5 .
\end{equation}

\subsection*{It is positive between the spinodals}

Write $K=\int\frac12|\nabla p|^2d^3r$ and $W=\int[v(p)-v(p_\infty)]d^3r$. Stretching the droplet by a factor $\lambda$ multiplies volume by $\lambda^3$ and squared gradients by $\lambda^{-2}$, so $E(\lambda)=\lambda K+\lambda^3W$. The critical droplet is stationary under every small change, including this one, so $K+3W=0$ and
\begin{equation}
\beta=K+W=\tfrac23K=\tfrac13\int|\nabla p|^2d^3r>0 .
\end{equation}
A nonuniform critical droplet therefore cannot have zero barrier.

\subsection*{It falls toward each spinodal}

When $t$ changes, the droplet changes by $\delta p$. To first order this contributes $\int(\nabla p\cdot\nabla\delta p+v'\delta p)\,d^3r$. Integration by parts and $\nabla^2p=v'$ leave a surface term $\oint\delta p\,\partial_np\,dS$, which vanishes because $p$ approaches $p_\infty$ exponentially. The subtracted $v(p_\infty)$ is also stationary in $p_\infty$. The explicit dependence on $t$ remains:
\begin{equation}
\frac{d\beta}{dt}=\frac12\int(p^2-p_\infty^2)\,d^3r .
\end{equation}
On cooling $p_\infty=0$ and the derivative is positive, so the barrier falls as the temperature is lowered. On heating the droplet has $p<p_\infty$ and the derivative is negative, so the barrier falls as the temperature is raised.

\subsection*{It diverges at coexistence}

At $t=3/16$ the potential is $v=p^2(p^2-\frac34)^2/6$. A planar wall obeys $\frac12p'^2=v$, so its energy per area is
\begin{equation}
\sigma=\int_0^{\sqrt3/2}\!\!\sqrt{2v}\,dp
=\frac1{\sqrt3}\int_0^{\sqrt3/2}\!\!p\left(\tfrac34-p^2\right)dp
=\frac{3\sqrt3}{64}.
\end{equation}
Since $dv/dt=p^2/2=3/8$ at the polar minimum, the bulk gain is $\Delta f=\frac38|t-\frac3{16}|$ to leading order. A large droplet costs $4\pi R^2\sigma-\frac43\pi R^3\Delta f$. This is stationary at $R=2\sigma/\Delta f$, where
\begin{equation}
\beta\to\frac{16\pi\sigma^3}{3(\Delta f)^2}.
\end{equation}

\subsection*{It vanishes at the spinodals}

Near $T_0$ set $p=\sqrt t\,\phi$ and $r=\rho/\sqrt t$. The gradient, quadratic and quartic terms scale as $t^2$, the sixth-order term as $t^3$, and volume as $t^{-3/2}$. Hence
\begin{equation}
\beta\to S_4\sqrt t,\qquad
S_4=\int\left[\tfrac12|\nabla\phi|^2+\tfrac12\phi^2-\tfrac14\phi^4\right]d^3\rho ,
\end{equation}
evaluated on the critical droplet of this scaled energy; numerically $S_4=18.90$.

Near $T_1$ set $p=p_\infty-u$. Stationarity gives $t=p_\infty^2-p_\infty^4$, so the curvature is
\begin{equation}
\kappa=t-3p_\infty^2+5p_\infty^4=2p_\infty^2(2p_\infty^2-1)
\to2\sqrt{\tfrac14-t},
\end{equation}
because $2p_\infty^2-1=\sqrt{1-4t}$ and $p_\infty^2\to\frac12$. The third derivative, $-6p_\infty+20p_\infty^3$, tends to $2\sqrt2$. Thus $v-v(p_\infty)\simeq\frac12\kappa u^2-\frac{\sqrt2}3u^3$. With $u=\kappa w/\sqrt2$ and $r=\rho/\sqrt\kappa$, the energy density has the factor $\kappa^3/2$ and the volume the factor $\kappa^{-3/2}$:
\begin{equation}
\beta\to\tfrac12\kappa^{3/2}S_3=\sqrt2\,S_3\left(\tfrac14-t\right)^{3/4},
\end{equation}
where $S_3=\int[\frac12|\nabla w|^2+\frac12w^2-\frac13w^3]d^3\rho=43.66$ on its critical droplet. Within this model the barrier is thus infinite at $T_c$, positive inside each range, and zero at its end.

\section*{What a heterogeneous site changes}

Consider a neutral surface, one with no energy of its own that depends on $P$. The variation of the gradient energy then imposes the natural condition $\partial_nP=0$. Centre the radial droplet on a flat face. Its gradient points along the radius, which lies in the surface, so the condition is satisfied. The same holds at the edge and at the corner of a cube. The site keeps a fraction $\omega$ of the droplet and of its energy:
\begin{equation}
B_{\rm site}=\omega B,\qquad
\omega=\tfrac12\ \text{(face)},\quad\tfrac14\ \text{(edge)},\quad\tfrac18\ \text{(corner)}.
\end{equation}
The factor does not depend on temperature, so it lowers the barrier without moving its zero.

A corner droplet on a three-dimensional grid, near $t=0.1$, had $0.1245$ of the bulk barrier, against the expected $0.125$. Reduced to $0.85$ of its size it disappeared; enlarged to $1.15$ it grew. It therefore separates the two outcomes, as a critical droplet must.

\subsection*{Surfaces that take sides}

The statement that the barrier vanishes only at the bulk spinodal fails for a surface that favours one phase. Let a planar surface at $x=0$ add $-sP^2/2$ per unit area, with $s>0$. For small $P$ in $x>0$, stationarity requires $gP''=aP$ inside and $gP'(0)=-sP(0)$ at the surface. The decaying solution $P\propto e^{-x\sqrt{a/g}}$ satisfies both when $\sqrt{ag}=s$, so the paraelectric phase becomes locally unstable at
\begin{equation}
a=\frac{s^2}g ,
\end{equation}
above $T_0$. To see whether the polar phase then invades the bulk, consider stationary surface layers. They obey $\frac g2P'^2=f(P)$, with $f$ here the uniform part. With the surface condition, the surface value $P_s$ satisfies
\begin{equation}
\frac{s^2}g=a-\frac b2P_s^2+\frac c3P_s^4 .
\end{equation}
For $a$ slightly above $s^2/g$ there is a small root, $P_s^2\simeq2(a-s^2/g)/b$. Among layers uniform along the surface this is the barrier state, and it shrinks to nothing at $a=s^2/g$. Below that point the remaining root has $P_s^2>3b/(2c)$. If $T<T_c$, a profile from there to $P=0$ would have to cross a region with $f<0$, which $\frac g2P'^2=f$ forbids. No stationary layer can hold the polar phase at the surface.

A surface that suppresses polarization can act likewise on heating. In a relaxation test at $t=0.23$, below the upper spinodal, such a surface destroyed the ferroelectric phase, while a neutral one left it intact. Biased sites can therefore have local spinodals inside the bulk window, which gives a further possible reason for narrow hysteresis.

\section*{The level set by the ramp}

Let class $k$ contain $N_k$ independent sites, each attempting to nucleate at frequency $\nu$. Assume that the first supercritical droplet converts the sample quickly. The probability $S$ that the metastable phase survives obeys
\begin{equation}
\frac{dS}{d\tau}=-S\sum_kN_k\nu\,e^{-\omega_kB/k_BT},
\end{equation}
where $\tau$ is time. At ramp rate $q=|dT/d\tau|$, integration from $T_c$ to the median transition temperature $T_*$, where $S=\frac12$, gives
\begin{equation}
\frac1q\left|\int_{T_c}^{T_*}\sum_kN_k\nu\,e^{-\omega_kB/k_BT}\,dT\right|=\ln2 .
\end{equation}
For one class write $X=\omega B/(k_BT)$. The integrand is concentrated near $T_*$, so $X$ may be linearized there. At a distance $z$ back toward $T_c$ it is $X_*+|X'_*|z$, and $\int_0^\infty e^{-X_*-|X'_*|z}dz=e^{-X_*}/|X'_*|$. Therefore
\begin{equation}
X_*\simeq\ln\frac{N\nu}{q\,|X'_*|\ln2}.
\label{rule}
\end{equation}
The sample transforms at a finite $X_*$, whereas the spinodal has $X=0$. The ramp rate enters through a logarithm, so changing it by a large factor moves the transition little.

There is a limit. The exponential never exceeds one, so the left side of the median condition is at most $N\nu\,\Delta T/q$ over a metastable range $\Delta T$. If $q>N\nu\,\Delta T/\ln2$, the phase is more likely than not to reach its spinodal.

\section*{Numbers for a millimetre cube}

Take round model parameters: $T_0=380$~K, $a_0=10^{-3}$~eV\,\AA\,$e^{-2}$K$^{-1}$, $b=250$~eV\,\AA$^5e^{-4}$, $c=1.25\times10^6$~eV\,\AA$^9e^{-6}$ and $g=16$~eV\,\AA$^3e^{-2}$. Then $b^2/c=0.05$ in the units of $a$, and one unit of $t$ spans $0.05/10^{-3}=50$~K. Hence
\begin{equation}
T_c=380+\tfrac3{16}\,50=389.375~\text{K},\qquad
T_1=380+\tfrac14\,50=392.5~\text{K}.
\end{equation}
The spinodal window is 12.5~K. The length unit is $L=\sqrt{16\times1.25\times10^6}/250=17.9$~\AA, and the barrier unit is $16^{3/2}/\sqrt{1.25\times10^6}=0.0572$~eV.

On cooling, the bulk barrier falls from 6.46~eV at 388~K to 0.87~eV at 385~K and 0.115~eV at 380.5~K. On heating, it falls from 4.91~eV at 390.5~K to 0.74~eV at 391.5~K and 0.046~eV at 392.4~K. The limiting laws are only guides here. At 380.5~K, $t=0.01$ and the square-root law gives $0.0572\times18.90\times0.1=0.108$~eV, 6\% below the full value. At 392.4~K the three-quarter-power law gives 0.033~eV, 27\% below it. The transition temperatures use the full barrier.

The cube has edge $10^7$~\AA, $\nu=10^{12}$~s$^{-1}$ and $q=1$~K per minute. Sites are counted in units of $L$: $(10^7/L)^3$ in the bulk, $6(10^7/L)^2$ on faces, $12(10^7/L)$ on edges, and 8 corners. Each class acting alone gives:
\begin{center}
\begin{tabular}{lcccc}
site & $X_*$ (cooling) & cooling (K) & heating (K) & width (K)\\
bulk & 67.9 & 386.86 & 390.89 & 4.03\\
face & 56.4 & 387.50 & 390.63 & 3.12\\
edge & 43.8 & 387.92 & 390.43 & 2.50\\
corner & 30.3 & 388.17 & 390.29 & 2.13
\end{tabular}
\end{center}

With bound charge compensated, homogeneous nucleation alone already reduces 12.5~K to about 4~K for these parameters. Heterogeneous sites are thus not needed for the inequality itself; they strengthen it. Eight corners outdo some $10^{17}$ bulk sites because number enters through a logarithm, while geometry multiplies the barrier. Going from bulk to corners lowers the permitted $X_*$ by a factor of $67.9/30.3=2.2$, but lowers the barrier by a factor of 8. With all classes acting together, the transition temperatures equal those of the corners to the printed millikelvin. The width is 17\% of the spinodal window.

The corner barrier at the cooling transition is 1.01~eV (0.0373~hartree), and at the heating transition 1.00~eV (0.0368~hartree). Equation~(\ref{rule}) explains the size. Changing the ramp from one hundredth to one hundred times its value moves the cooling transition from 388.254 to 388.055~K. If the change of $\ln|X'_*|$ is ignored, $X_*$ changes by $\ln10^4=9.21$, and a rough slope is $|X'_*|\simeq9.21/0.199=46$~K$^{-1}$. The local slope at 388.17~K is about 45~K$^{-1}$, a difference of only 0.03 in the logarithm below. Then
\begin{equation}
X_*\simeq\ln\frac{8\times10^{12}}{0.01667\times46\times0.693}=30.3,
\end{equation}
as the full integral gives. Over the same $10^4$-fold range of rate, the hysteresis grows only from 1.99 to 2.30~K.

The critical droplets have half-value radii of about 350~\AA\ on cooling and 380~\AA\ on heating. They are large compared with $L$ and small compared with the cube, so treating each corner as isolated is consistent.

These barriers are mean-field values, and for these parameters fluctuations are not small. Here $k_BT$ is 0.59 of the barrier unit, and at $T_c$ a patch of wall one paraelectric correlation length $L/\sqrt t$ square costs only $0.74\,k_BT$. The leading fluctuation correction to the free-energy difference of the two phases at $T_c$ is $0.59\,(\kappa^{3/2}-t^{3/2})/(12\pi)\simeq0.009$ in reduced units, with $\kappa=\frac34$ and $t=\frac3{16}$. This is as large as the bulk gain at the corner cooling transition. The table therefore illustrates the mechanism; its digits are not a prediction for a material with these coefficients.

For a biased surface with $s=0.25$~eV\,\AA$^2e^{-2}$, $s^2/g=0.0625/16=0.0039$, and the local spinodal lies 3.9~K above $T_0$, at 383.9~K. Such a surface can act well before that point. At $T_c$ a thick polar layer costs one wall, $\sigma=0.081$ in reduced units, but gains at least $\frac12\hat s\,p^2=0.105$ at the surface, where $\hat s=s\sqrt{c/g}/b=0.28$ and $p^2=\frac34$. A patch of layer that is wide enough therefore lowers the energy, and its nucleation barrier stays finite at $T_c$, where the barrier at a neutral corner diverges. Below $T_c$ a layer that covers the surface thickens without a further barrier. A biased surface can thus start the transition above the 388.2~K of the neutral corners. The transition temperatures in the table are for neutral sites only.

\section*{When the hysteresis is not narrow}

The result depends on how the barrier unit compares with $k_BT$. The transition occurs at
\begin{equation}
\beta_*=\frac{X_*k_BT_*\sqrt c}{\omega\,g^{3/2}} .
\end{equation}
If $g^{3/2}/\sqrt c$ is large enough to make $\beta_*$ small, the cooling transition lies at $t_*\simeq(\beta_*/S_4)^2$, close to $T_0$; the heating transition likewise approaches $T_1$. Stiff walls thus bring the measured loop near the spinodal window, though still inside it for slow ramps.

The approach to a tricritical point, $b\to0$, is different. The barrier unit does not contain $b$, so $\beta_*$ changes only through the logarithm and the small shift of $T_*$. The window $b^2/(4a_0c)$ and the hysteresis both shrink roughly as $b^2$, while their ratio varies slowly. This holds until the droplet, whose size grows as $L\propto1/b$, becomes comparable with the sample.

Some effects act outside this argument. If the sample lags behind the thermometer by a time $\tau_s$, the reading is too low by $q\tau_s$ on cooling and too high by $q\tau_s$ on heating, which adds $2q\tau_s$ to the apparent width. Elastic misfit adds energy to the droplet, and pinned walls invalidate the assumption of fast growth. Latent heat can do the same. It is $T_ca_0P^2/2=2.9\times10^{-5}$~eV\,\AA$^{-3}$ here. With a heat capacity of $3k_B$ per atom and five atoms per 64~\AA$^3$, as in a perovskite, this equals a temperature change of about 1.4~K, more than the 1.2~K of undercooling and 0.9~K of superheating at the corners. Growth is then limited by heat flow, and the temperatures in the table mark the onset of the transformation, not its completion.

Depolarizing fields can be decisive. Without free charge, a uniformly polarized sphere inside the paraelectric phase costs an energy $P^2/[2(\epsilon_i+2\epsilon_o)]$ per volume, where $\epsilon_o\simeq1/a$ and $\epsilon_i\simeq1/f''(P)$ are the permittivities outside and inside it, in the convention $D=\epsilon_0E+P$ (here $\epsilon_o\approx2\times10^4\,\epsilon_0$). At 388.17~K this is $3.0\times10^{-7}$~eV\,\AA$^{-3}$, about three times the bulk gain of $0.93\times10^{-7}$~eV\,\AA$^{-3}$, so such a sphere could not grow there. Needle-shaped or multidomain droplets can cost less, but their barriers are not computed here. The transition temperatures in the table therefore require free charge that compensates the droplet as it forms. A measured width is therefore not a direct measure of $T_1-T_0$: it also records the barrier, the available sites and the ramp. The complete values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
T0 = 380.0 K; a0 = 0.0010 eV A/(e^2 K)
b = 250 eV A^5/e^4; c = 1.250e+06 eV A^9/e^6
g = 16.0 eV A^3/e^2; cube edge = 1.0e+07 A
attempt frequency = 1.0e+12 1/s; ramp = 0.01667 K/s
coexistence Tc = 389.375 K; upper spinodal T1 = 392.500 K
spinodal window = 12.500 K
polarization at Tc = 0.01225 e/A^2
length unit L = 17.89 A; barrier unit = 0.05724 eV
reduced wall energy sigma = 0.08119 (no unit)
S4 = 18.897; S3 = 43.660 (no unit)
bulk barrier at 380.5 K = 0.1149 eV
bulk barrier at 382.0 K = 0.2840 eV
bulk barrier at 384.0 K = 0.5928 eV
bulk barrier at 385.0 K = 0.8698 eV
bulk barrier at 386.0 K = 1.3690 eV
bulk barrier at 388.0 K = 6.4578 eV
bulk barrier at 390.5 K = 4.9143 eV
bulk barrier at 391.0 K = 1.8229 eV
bulk barrier at 391.5 K = 0.7365 eV
bulk barrier at 392.0 K = 0.2546 eV
bulk barrier at 392.4 K = 0.0457 eV
shooting barrier at 385.0 K = 0.8698 eV
shooting barrier at 391.5 K = 0.7365 eV
3D corner/bulk barrier ratio = 0.1245 (no unit)
bulk: number = 1.747e+17; fraction w = 1.000
  cool 386.860 K; heat 390.885 K; width 4.025 K
  site barriers: cool 2.2650 eV; heat 2.2548 eV
  barrier/kBT: cool 67.94; heat 66.94
faces: number = 1.875e+12; fraction w = 0.500
  cool 387.504 K; heat 390.627 K; width 3.124 K
  site barriers: cool 1.8824 eV; heat 1.8710 eV
  barrier/kBT: cool 56.37; heat 55.58
edges: number = 6.708e+06; fraction w = 0.250
  cool 387.922 K; heat 390.426 K; width 2.504 K
  site barriers: cool 1.4643 eV; heat 1.4525 eV
  barrier/kBT: cool 43.80; heat 43.17
corners: number = 8.000e+00; fraction w = 0.125
  cool 388.166 K; heat 390.294 K; width 2.129 K
  site barriers: cool 1.0142 eV; heat 1.0019 eV
  barrier/kBT: cool 30.32; heat 29.79
all sites, ramp x 0.01: cool 388.254 K; heat 390.242 K; width 1.988 K
all sites, ramp x 1: cool 388.166 K; heat 390.294 K; width 2.129 K
all sites, ramp x 100: cool 388.055 K; heat 390.358 K; width 2.303 K
width/spinodal window = 0.1703 (no unit)
cooling: droplet half-value radius = 348 A
cooling: corner barrier = 1.0142 eV = 0.03727 hartree
heating: droplet half-value radius = 383 A
heating: corner barrier = 1.0019 eV = 0.03682 hartree
biased surface: s = 0.25 eV A^2/e^2; local spinodal = 383.906 K
\end{verbatim}
